# Chlorine Pi Orbitals in Tetrahedral MCl4 and the Metal-Nonbonding T1 Set: test program

```python
"""
Result under test: in tetrahedral MCl4 the eight Cl p-pi functions span
E + T1 + T2, and T1 has no partner among metal s, p, d functions.
Symbols: n = unit vectors M->Cl; a ligand function is a 12-vector holding the
x, y, z coefficients of the p functions on the four Cl atoms.
U[label] = orthonormal pi combinations of symmetry label.
Example: HfCl4, restricted Hartree-Fock, def2-SVP with core potential on Hf.
"""
import itertools
import numpy as np
from scipy.linalg import eigh
from scipy import constants as const
from pyscf import gto, scf

EV = const.physical_constants["Hartree energy in eV"][0]
n = np.array([[1, 1, 1], [1, -1, -1], [-1, 1, -1], [-1, -1, 1]]) / np.sqrt(3)
axes = np.eye(3)

# ---------- the 24 operations, found as signed permutations keeping the Cl set
ops = []
for perm in itertools.permutations(range(3)):
    for signs in itertools.product([1, -1], repeat=3):
        R = np.diag(signs) @ axes[list(perm)]
        if all(np.min(np.linalg.norm(n - R @ v, axis=1)) < 1e-9 for v in n):
            ops.append(R)
assert len(ops) == 24


def ligand_matrix(R):
    """Action of R on the 12 Cl p functions: atoms permuted, vectors rotated."""
    P = np.zeros((4, 4))
    for i in range(4):
        P[np.argmin(np.linalg.norm(n - R @ n[i], axis=1)), i] = 1
    return np.kron(P, R)


tr = np.array([np.trace(R) for R in ops])
tr2 = np.array([np.trace(R @ R) for R in ops])
tr3 = np.array([np.trace(R @ R @ R) for R in ops])
det = np.array([round(np.linalg.det(R)) for R in ops])
irreps = {"A1": np.ones(24), "A2": det,
          "E": np.array([np.trace(abs(R)) - 1 for R in ops]),
          "T1": det * tr, "T2": tr}
table = np.array(list(irreps.values()))
assert np.allclose(table @ table.T / 24, np.eye(5))


def reduce_rep(chi):
    out = []
    for name, x in irreps.items():
        m = np.mean(chi * x)
        assert abs(m - round(m)) < 1e-9
        out += [name] * round(m)
    return " + ".join(out)


pi_projector = np.zeros((12, 12))
for i in range(4):
    pi_projector[3*i:3*i+3, 3*i:3*i+3] = axes - np.outer(n[i], n[i])
chi_pi = np.array([np.trace(ligand_matrix(R) @ pi_projector) for R in ops])
assert reduce_rep(chi_pi) == "E + T1 + T2"
# harmonic shells = symmetric tensor powers of the vector minus their traces
shell_chi = {"s": np.ones(24), "p": tr, "d": (tr**2 + tr2) / 2 - 1,
             "f": (tr**3 + 3 * tr * tr2 + 2 * tr3) / 6 - tr}
shell_irreps = {k: reduce_rep(v) for k, v in shell_chi.items()}
assert all("T1" not in shell_irreps[k] for k in "spd")
assert "T1" in shell_irreps["f"]

# ---------- explicit pi combinations and their transformation
U = {"T1": np.sqrt(3/8) * np.array([np.cross(e, n).ravel() for e in axes]).T,
     "T2": np.sqrt(3/8) * np.array([(e - n * (n @ e)[:, None]).ravel()
                                    for e in axes]).T}
E_cols = [(n * np.array(a)).ravel() for a in ([-1, -1, 2], [1, -1, 0])]
U["E"] = np.array([c / np.linalg.norm(c) for c in E_cols]).T
U_all = np.hstack([U["E"], U["T1"], U["T2"]])
assert np.allclose(U_all.T @ U_all, np.eye(8))
assert np.allclose(U_all @ U_all.T, pi_projector)
for R, d, x_E in zip(ops, det, irreps["E"]):
    G = ligand_matrix(R)
    assert np.allclose(G @ U["T1"], U["T1"] @ (d * R))
    assert np.allclose(G @ U["T2"], U["T2"] @ R)
    assert np.allclose(G @ U["E"], U["E"] @ (U["E"].T @ G @ U["E"]))
    assert abs(np.trace(U["E"].T @ G @ U["E"]) - x_E) < 1e-9

# ---------- group overlaps from Gaussian integrals against angular formulas
R_test = 4.3
test_basis = {"Hf": [[l, [0.25, 1.0]] for l in range(4)],
              "Cl": [[1, [0.30, 1.0]]]}


def overlap(atoms):
    return gto.M(atom=atoms, basis=test_basis, unit="Bohr",
                 verbose=0).intor("int1e_ovlp")


S_tet = overlap([["Hf", (0, 0, 0)]] + [["Cl", tuple(R_test * v)] for v in n])
S_lin = overlap([["Hf", (0, 0, 0)], ["Cl", (0, 0, R_test)],
                 ["Cl", (0, 0, -R_test)]])
block = {"s": slice(0, 1), "p": slice(1, 4), "d": slice(4, 9),
         "f": slice(9, 16)}


def group_ratio(shell, label):
    """Group overlap divided by the diatomic pi overlap of the same shell."""
    sv = np.linalg.svd(S_tet[block[shell], 16:] @ U[label], compute_uv=False)
    assert np.ptp(sv) < 1e-9
    return sv[0] / np.linalg.norm(S_lin[block[shell], 16])


ratios = {}
for shell, label, formula in [("p", "T2", 8/3), ("d", "E", 8/3),
                              ("d", "T2", 8/9), ("f", "T1", 20/9)]:
    ratios[shell + "-" + label] = group_ratio(shell, label)
    assert abs(ratios[shell + "-" + label] - np.sqrt(formula)) < 1e-8
spd_T1 = np.max(abs(S_tet[0:9, 16:] @ U["T1"]))
assert spd_T1 < 1e-12

# ---------- Cl-Cl interaction, tested on the Cl-Cl overlap matrix
S_pair = overlap([["Cl", (0, 0, 0)], ["Cl", (0, 0, R_test * np.sqrt(8/3))]])
s_sigma, s_pi = S_pair[2, 5], S_pair[0, 3]
cl_shift = {}
for label, a, b in [("T1", 1/2, -3/2), ("E", -1/2, -1/2), ("T2", -1/6, 11/6)]:
    M = U[label].T @ S_tet[16:, 16:] @ U[label] - np.eye(U[label].shape[1])
    cl_shift[label] = M[0, 0]
    assert np.allclose(M, (a*s_sigma + b*s_pi) * np.eye(len(M)), atol=1e-10)
assert s_sigma < 0 < s_pi and cl_shift["T1"] < 0

# ---------- HfCl4
bond_nm, T_source = 0.23, 450.0
hf_spd = [sh for sh in gto.basis.load("def2-svp", "Hf") if sh[0] <= 2]
f_exponents = [1.0, 0.35]


def run_scf(directions, with_f=False, dm0=None):
    hf_basis = hf_spd + ([[3, [a, 1.0]] for a in f_exponents] if with_f else [])
    mol = gto.M(atom=[["Hf", (0, 0, 0)]] +
                [["Cl", tuple(10 * bond_nm * v)] for v in directions],
                basis={"Hf": hf_basis, "Cl": "def2-svp"},
                ecp={"Hf": "def2-svp"}, unit="Angstrom", verbose=0)
    mf = scf.RHF(mol)
    mf.conv_tol = 1e-10
    mf.max_cycle = 100
    mf.kernel(dm0=dm0)
    assert mf.converged
    return Solution(mol, mf)


class Solution:
    """Orbitals of the converged Fock matrix with symmetry and metal share."""

    def __init__(self, mol, mf):
        self.mol, self.energy, self.dm = mol, mf.e_tot, mf.make_rdm1()
        self.F, self.S = mf.get_fock(), mf.get_ovlp()
        self.eps, self.C = eigh(self.F, self.S)
        self.nocc = mol.nelectron // 2
        labels = mol.ao_labels(fmt=None)
        self.metal = np.array([lab[0] == 0 for lab in labels])
        shells = {}
        for k, lab in enumerate(labels):
            if lab[0] > 0 and lab[2].endswith("p"):
                pos = 3 * (lab[0] - 1) + "xyz".index(lab[3])
                shells.setdefault(lab[2], [0] * 12)[pos] = k
        self.p_shells = list(shells.values())
        w, V = np.linalg.eigh(self.S)
        self.share = np.sum(((V * np.sqrt(w)) @ V.T @ self.C)[self.metal]**2,
                            axis=0)

    def weight(self, c, B):
        total = sum(np.sum(c[ix]**2) for ix in self.p_shells)
        return sum(np.sum((B.T @ c[ix])**2) for ix in self.p_shells) / total

    def label(self, c):
        radial = (n.ravel() / 2)[:, None]
        for name, B in [("T1", U["T1"]), ("E", U["E"]), ("A1", radial)]:
            if self.weight(c, B) > 0.999:
                return name
        return "T2"

    def metal_lowering(self, name):
        """Fall of the Cl 3p level 'name' when metal functions are admitted."""
        lig = np.where(~self.metal)[0]
        e_lig, c_lig = eigh(self.F[np.ix_(lig, lig)], self.S[np.ix_(lig, lig)])
        C_lig = np.zeros((len(self.S), len(lig)))
        C_lig[lig] = c_lig

        def first(e, C):
            return next(e[k] for k in range(len(e))
                        if e[k] > -2 and self.label(C[:, k]) == name)
        return (first(e_lig, C_lig) - first(self.eps, self.C)) * EV


base = run_scf(n)
levels = []
for k in range(base.nocc - 12, base.nocc):
    name = base.label(base.C[:, k])
    if levels and levels[-1][0] == name and base.eps[k]-levels[-1][1] < 1e-4:
        levels[-1][2].append(k)
    else:
        levels.append([name, base.eps[k], [k]])
assert sorted(lv[0] for lv in levels) == ["A1", "E", "T1", "T2", "T2"]
assert all(len(lv[2]) == {"A": 1, "E": 2, "T": 3}[lv[0][0]] for lv in levels)
assert levels[-1][0] == "T1"
t1 = levels[-1][2]
assert np.max(base.share[t1]) < 1e-8
low_T1, low_E = base.metal_lowering("T1"), base.metal_lowering("E")
assert abs(low_T1) < 1e-5 and low_E > 0.1

# ---------- neglected effect 1: metal f functions
withf = run_scf(n, with_f=True)
top = slice(withf.nocc - 3, withf.nocc)
assert all(withf.label(withf.C[:, k]) == "T1"
           for k in range(withf.nocc - 3, withf.nocc))
f_share, f_low = np.mean(withf.share[top]), withf.metal_lowering("T1")
assert f_share > 1e-6 and 0 < f_low < low_E

# ---------- neglected effect 2: spin-orbit coupling, bare Cl nuclear charges
pauli = [np.array([[0, 1], [1, 0]]), np.array([[0, -1j], [1j, 0]]),
         np.array([[1, 0], [0, -1]])]
C1 = base.C[:, t1]
H_so = np.zeros((6, 6), complex)
for atom in range(1, 5):
    with base.mol.with_rinv_origin(base.mol.atom_coord(atom)):
        W = base.mol.intor("int1e_prinvxp", comp=3)
    for c in range(3):
        H_so += (1j * const.fine_structure**2 / 2 * base.mol.atom_charge(atom)
                 * np.kron(C1.T @ W[c] @ C1, pauli[c] / 2))
assert np.allclose(H_so, H_so.conj().T, atol=1e-9)
so = np.linalg.eigvalsh(H_so)
so_split = np.ptp(so) * EV
gaps = np.diff(so) > 0.01 * np.ptp(so)
assert gaps.sum() == 1 and np.argmax(gaps) + 1 in (2, 4)

# ---------- neglected effect 3: thermal bend of E type


def bent(delta):
    """All four bonds turned by delta (rad) away from the z axis."""
    theta = np.arccos(1 / np.sqrt(3)) + delta
    return np.array([[np.sign(v[0]) * np.sin(theta) / np.sqrt(2),
                      np.sign(v[1]) * np.sin(theta) / np.sqrt(2),
                      np.sign(v[2]) * np.cos(theta)] for v in n])


assert np.allclose(bent(0), n)
trial = np.radians(4.0)
k_bend = 2 * (run_scf(bent(trial), dm0=base.dm).energy - base.energy) / trial**2
assert k_bend > 0
kT = const.k * T_source / const.e / EV
rms = np.sqrt(kT / k_bend)
m_Cl = (base.mol.atom_mass_list(isotope_avg=True)[1]
        * const.atomic_mass / const.m_e)
R_bohr = np.linalg.norm(base.mol.atom_coord(1))
quantum = np.sqrt(k_bend / (4 * m_Cl * R_bohr**2))
assert quantum < kT
hot = run_scf(bent(rms), dm0=base.dm)
hot_top = range(hot.nocc - 3, hot.nocc)
assert all(hot.weight(hot.C[:, k], U["T1"]) > 0.8 for k in hot_top)
hot_split = (hot.eps[hot.nocc - 1] - hot.eps[hot.nocc - 3]) * EV
hot_share = max(hot.share[k] for k in hot_top)
assert hot_share > 1e-7

# ---------- output
print("Characters of the eight Cl pi functions (class, size, value):")
for name, d, t in [("E", 1, 3), ("C3", 1, 0), ("C2", 1, -1),
                   ("S4", -1, -1), ("sigma_d", -1, 1)]:
    sel = (det == d) & (abs(tr - t) < 1e-9)
    print(f"  {name:8s}{sel.sum():3d}{round(np.mean(chi_pi[sel])):4d}")
print("Cl pi set:", reduce_rep(chi_pi))
for k, v in shell_irreps.items():
    print(f"Metal {k} shell: {v}")
print("Group overlap / diatomic pi overlap (no unit):")
for k, v in ratios.items():
    print(f"  {k}: {v:.4f}")
print(f"Largest overlap of T1 with metal s,p,d: {spd_T1:.0e}")
print(f"Test Cl-Cl overlaps: sigma {s_sigma:.4f}, pi {s_pi:.4f}")
for k, v in cl_shift.items():
    print(f"  Cl-Cl part of the norm, {k}: {v:+.4f}")
print(f"HfCl4 bond length (rough input): {bond_nm:.2f} nm")
print(f"Source temperature (rough input): {T_source:.0f} K")
print(f"Basis functions: {len(base.S)}, electrons treated: {2*base.nocc}")
print("Cl 3p levels: symmetry, energy (eV), metal share (%)")
for name, _, ks in levels:
    print(f"  {name}  {np.mean(base.eps[ks])*EV:8.3f}"
          f"  {100*abs(np.mean(base.share[ks])):7.3f}")
print(f"Lowering of T1 by metal s,p,d: {abs(low_T1):.4f} eV")
print(f"Lowering of E by metal s,p,d: {low_E:.3f} eV")
print(f"Added Hf f exponents: {f_exponents} bohr^-2")
print(f"With f: metal share of T1 {100*f_share:.3f} %")
print(f"With f: lowering of T1 by metal {f_low:.4f} eV")
print(f"Spin-orbit splitting of T1 (unscreened): {so_split:.4f} eV")
print(f"Trial bend: {np.degrees(trial):.1f} degrees")
print(f"Bend force constant: {k_bend*EV:.2f} eV/rad^2")
print(f"Bend quantum: {1000*quantum*EV:.1f} meV; kT: {1000*kT*EV:.1f} meV")
print(f"Thermal rms bend: {np.degrees(rms):.2f} degrees")
print(f"T1 splitting at rms bend: {hot_split:.3f} eV")
print(f"Largest metal share in T1 at rms bend: {100*hot_share:.3f} %")
print("all tests passed")
```

Output:

```
Characters of the eight Cl pi functions (class, size, value):
  E         1   8
  C3        8  -1
  C2        3   0
  S4        6   0
  sigma_d   6   0
Cl pi set: E + T1 + T2
Metal s shell: A1
Metal p shell: T2
Metal d shell: E + T2
Metal f shell: A1 + T1 + T2
Group overlap / diatomic pi overlap (no unit):
  p-T2: 1.6330
  d-E: 1.6330
  d-T2: 0.9428
  f-T1: 1.4907
Largest overlap of T1 with metal s,p,d: 6e-17
Test Cl-Cl overlaps: sigma -0.0085, pi 0.0006
  Cl-Cl part of the norm, T1: -0.0052
  Cl-Cl part of the norm, E: +0.0039
  Cl-Cl part of the norm, T2: +0.0025
HfCl4 bond length (rough input): 0.23 nm
Source temperature (rough input): 450 K
Basis functions: 97, electrons treated: 80
Cl 3p levels: symmetry, energy (eV), metal share (%)
  A1   -15.501   11.535
  T2   -14.839   18.264
  E   -14.410   22.127
  T2   -13.834   11.055
  T1   -13.071    0.000
Lowering of T1 by metal s,p,d: 0.0000 eV
Lowering of E by metal s,p,d: 0.838 eV
Added Hf f exponents: [1.0, 0.35] bohr^-2
With f: metal share of T1 2.415 %
With f: lowering of T1 by metal 0.0713 eV
Spin-orbit splitting of T1 (unscreened): 0.0589 eV
Trial bend: 4.0 degrees
Bend force constant: 29.39 eV/rad^2
Bend quantum: 12.8 meV; kT: 38.8 meV
Thermal rms bend: 2.08 degrees
T1 splitting at rms bend: 0.035 eV
Largest metal share in T1 at rms bend: 0.051 %
all tests passed
```
